# Frequency-Dependent Sternheimer Equations and Their Equivalence to the Sum over States, part 2

The problem is the linear response of a closed-shell molecule to a weak oscillating field, found from equations containing only occupied Kohn-Sham orbitals. Rydberg atomic units are used: $\hbar=1$, $m=\tfrac12$, $e^2=2$, energies in Ry, lengths in bohr.

$H_0=-\nabla^2+v_{\rm KS}(\mathbf r)$ has orthonormal orbitals $\phi_p$, energies $\varepsilon_p$ and occupations $f_p$. Indices $i,j,m,n$ are occupied (equal occupation $f$, $2$ for a closed shell), $a,b$ empty, $p,q$ any. $P$ projects on the occupied space, $Q=1-P$, and $\Delta_{ai}=\varepsilon_a-\varepsilon_i\ge E_g>0$. With $z=\omega+i\eta$ and total first-order potential $\delta V$, $\delta V_{pq}=\langle\phi_p|\delta V|\phi_q\rangle$,

$$H(t)=H_0+\lambda W(t),\qquad W(t)=\delta V\,e^{-izt}+\delta V^\dagger e^{+iz^*t}.\tag{3}$$

The response must vanish as $t\to-\infty$, which excludes unforced solutions (Section 2). The unprojected orbitals obey

$$(H_0-\varepsilon_n-z)|\psi_n^+\rangle=-\delta V|\phi_n\rangle,\qquad (H_0-\varepsilon_n+z^*)|\psi_n^-\rangle=-\delta V^\dagger|\phi_n\rangle .\tag{6}$$

$$c^+_{pn}\equiv\langle\phi_p|\psi_n^+\rangle=\frac{\delta V_{pn}}{z-\varepsilon_p+\varepsilon_n},\qquad c^-_{pn}\equiv\langle\phi_p|\psi_n^-\rangle=-\frac{(\delta V^\dagger)_{pn}}{z^*+\varepsilon_p-\varepsilon_n}.\tag{9}$$

The $\lambda e^{-izt}$ coefficient of the density matrix is the sum over states (SOS)

$$\delta\rho=\sum_{pq}(f_q-f_p)\,\frac{|\phi_p\rangle\,\delta V_{pq}\,\langle\phi_q|}{z-\varepsilon_p+\varepsilon_q}.\tag{11}$$

For equal occupations, the projected orbitals $\phi_n^\pm=Q\psi_n^\pm$ suffice:

$$\delta\rho=f\sum_n\left(|\phi_n^+\rangle\langle\phi_n|+|\phi_n\rangle\langle\phi_n^-|\right).\tag{15}$$

$$(H_0-\varepsilon_n-z)|\phi_n^+\rangle=-Q\,\delta V|\phi_n\rangle,\qquad (H_0-\varepsilon_n+z^*)|\phi_n^-\rangle=-Q\,\delta V^\dagger|\phi_n\rangle,\qquad P|\phi_n^\pm\rangle=0 .\tag{16}$$

Expansion in empty orbitals proves the equivalence (Section 7):

$$\delta\rho=f\sum_{na}\left[\frac{|\phi_a\rangle\,\delta V_{an}\langle\phi_n|}{z-\Delta_{an}}-\frac{|\phi_n\rangle\,\delta V_{na}\langle\phi_a|}{z+\Delta_{an}}\right].\tag{19}$$

Adding $sP$ to the operators in (16) leaves the solutions unchanged. For real $\omega$ both are positive definite when $|\omega|<E_g$ and $s>B+|\omega|$, with $B$ the occupied energy width (Section 6).

For real orbitals and local $\delta V$,

$$[\phi_i^-(z)]^*=\phi_i^+(-z)\quad\text{at the same }\delta V .\tag{23}$$

$$\delta n(\mathbf r)=f\sum_i\phi_i(\mathbf r)\left\{\phi_i^+(\mathbf r)+[\phi_i^-(\mathbf r)]^*\right\}.\tag{24}$$

With $X_{ai}=\langle\phi_a|\phi_i^+\rangle$, $Y_{ai}=\langle\phi_a|\phi_i^-\rangle^*$ and $U_{ai}=X_{ai}+Y_{ai}$,

$$(\Delta_{ai}-z)X_{ai}=-\delta V_{ai},\qquad(\Delta_{ai}+z)Y_{ai}=-\delta V_{ai},\qquad\delta n=f\sum_{ia}\phi_i\phi_a\,U_{ai}.\tag{25}$$

Hence $U_{ai}=-2\Delta_{ai}\,\delta V_{ai}/(\Delta_{ai}^2-z^2)$ at given $\delta V$.

The closing value list also covers a six-level test model with three occupied levels, complex eigenvectors and a random non-Hermitian $\delta V$; "propagated" there means obtained by time integration.

### 11. The self-consistent potential

For a system that starts in its ground state, the first-order change of the Hartree and exchange-correlation potential is a linear, causal functional of the first-order density, $\int_0^\infty d\tau\int d^3r'\,K(\mathbf r,\mathbf r',\tau)\,n^{(1)}(\mathbf r',t-\tau)$, with a real kernel that depends on the time difference only. A density $\delta n\,e^{-izt}$ then produces a potential with the same time factor, multiplied by $K(z)=\int_0^\infty K(\tau)e^{iz\tau}d\tau$. The density $\delta n^*e^{iz^*t}$ produces the complex conjugate because $K(\tau)$ is real. The form (3) is thus preserved, and for an external potential $\lambda v(\mathbf r)(e^{-izt}+e^{iz^*t})$ with real $v$,

$$\delta V(\mathbf r)=v(\mathbf r)+\int K(\mathbf r,\mathbf r',z)\,\delta n(\mathbf r')\,d^3r',\qquad K=\frac{2}{|\mathbf r-\mathbf r'|}+f_{xc}(\mathbf r,\mathbf r',z).\tag{26}$$

The factor $2$ is $e^2$. For a closed shell under a spin-independent perturbation, $\delta n$ is the total density change. In the adiabatic local density approximation (ALDA), $f_{xc}=\delta(\mathbf r-\mathbf r')\,d^2[n\epsilon_{xc}(n)]/dn^2$ at the ground-state density, where $\epsilon_{xc}$ is the exchange-correlation energy per electron of the unpolarized uniform gas. This kernel is real, symmetric and independent of $z$.

Equations (16), (24) and (26) close on themselves. The map from $\delta V$ to $\delta n$ is the linear operator $\chi_0(z)$, so (26) is the linear system

$$[1-K\chi_0(z)]\,\delta V=v,\tag{27}$$

in which each application of $\chi_0$ is a solution of the Sternheimer equations and needs occupied orbitals only.

For a uniform electric field $E(e^{-izt}+e^{iz^*t})$ along the coordinate $x_3$, an electron of charge $-e$ has the energy $+eEx_3$ times the time factor, so $v=x_3$ and $\lambda=F\equiv eE$, in Ry/bohr. The $e^{-izt}$ part of the induced dipole is $-eF\,\mathrm{tr}(x_3\delta\rho)$. Dividing by $E=F/e$ gives the polarizability component along $x_3$,

$$\alpha(z)=-e^2\,\mathrm{tr}(x_3\,\delta\rho)=-2f\sum_i\left[\langle\phi_i|x_3|\phi_i^+\rangle+\langle\phi_i^-|x_3|\phi_i\rangle\right]=-2f\sum_{ia}x_{ai}U_{ai},\tag{28}$$

in bohr³, with $x_{ai}=\langle\phi_a|x_3|\phi_i\rangle$. The value obtained with $\delta V=x_3$, that is with $K=0$, is the bare polarizability $\alpha_0$.

### 12. Equivalence with the Casida sum

Let the kernel be adiabatic and symmetric. Treat the pair $(ai)$ as one index, let $\Delta$ be the diagonal matrix of the $\Delta_{ai}$, and define the real symmetric matrix

$$K_{ai,bj}=\iint\phi_a(\mathbf r)\phi_i(\mathbf r)\,K(\mathbf r,\mathbf r')\,\phi_b(\mathbf r')\phi_j(\mathbf r')\,d^3r\,d^3r' .\tag{29}$$

The matrix elements of (26), with $\delta n$ from (25), are $\delta V_{ai}=v_{ai}+f(KU)_{ai}$. The two equations (25) become a coupled system,

$$(\Delta-z)X+fK(X+Y)=-v,\qquad(\Delta+z)Y+fK(X+Y)=-v .\tag{30}$$

This system is the self-consistent Sternheimer problem written in the basis of empty orbitals, and the two are equivalent by the argument of Section 7. Let $D=X-Y$. Subtracting the second equation from the first removes $K$ and $v$ and leaves $\Delta D-zU=0$, so $D=z\Delta^{-1}U$, where $\Delta^{-1}$ exists because of the gap. Adding the two equations gives $\Delta U-zD+2fKU=-2v$. Eliminating $D$,

$$\left[\Delta-z^2\Delta^{-1}+2fK\right]U=-2v .\tag{31}$$

The steps can be reversed: a solution $U$ of (31) defines $D$, and $X=(U+D)/2$, $Y=(U-D)/2$ solve (30). To make $z^2$ multiply the unit matrix, put $U=\Delta^{1/2}w$ and multiply (31) from the left by $\Delta^{1/2}$. The three terms become $\Delta^2w$, $-z^2w$ and $2f\Delta^{1/2}K\Delta^{1/2}w$. For $f=2$,

$$(C-z^2)\,w=-2\Delta^{1/2}v,\qquad C=\Delta^2+4\Delta^{1/2}K\Delta^{1/2}.\tag{32}$$

The Casida matrix $C$ is real and symmetric and has orthonormal real eigenvectors, $CF_I=\Omega_I^2F_I$. The self-consistent problem has a unique solution if and only if $z^2$ is not an eigenvalue of $C$. It is assumed that all $\Omega_I^2>0$. Then $z^2\neq\Omega_I^2$ for every $z$ with $\eta>0$, and the unforced solutions of (30), which oscillate at the real frequencies $\pm\Omega_I$ with constant amplitude, are excluded by the switch-on condition as in Section 2. A negative $\Omega_I^2$ would give an unforced solution growing as $e^{|\Omega_I|t}$, which also vanishes at $t=-\infty$; the reference state is then unstable and the switch-on no longer selects a unique response.

Expanding (32) in the eigenvectors gives $w=-2\sum_IF_I(F_I\cdot\Delta^{1/2}v)/(\Omega_I^2-z^2)$. With $v=x_3$, $f=2$ and $x$ the vector of the $x_{ai}$, equation (28) is $\alpha=-4\,x\cdot\Delta^{1/2}w$, and the product of $-4$ and $-2$ yields

$$\alpha(z)=\sum_I\frac{4f_I}{\Omega_I^2-z^2},\qquad f_I=2\left(x\cdot\Delta^{1/2}F_I\right)^2 .\tag{33}$$

The factor $4$ is $e^2/m$. A classical charge bound with frequency $\Omega$ obeys $m(\Omega^2-z^2)x_3=-eE$ and has $\alpha=(e^2/m)/(\Omega^2-z^2)$, so $f_I$ is the oscillator strength for polarization along $x_3$. The self-consistent Sternheimer polarizability is therefore identical to the sum over the Casida states, for real orbitals, equal occupations, a gap and an adiabatic kernel.

Equation (33) has the form of the sum over many-electron states. The derivation of (19) used only a Hermitian $H_0$, so it applies to the interacting Hamiltonian with its ground state as the single occupied state, $f=1$. For real states, with excitation energies $\Omega_I$ and the summed coordinate $\hat X$ of all electrons, it gives $\alpha=2\sum_I|\langle I|\hat X|0\rangle|^2[1/(\Omega_I-z)+1/(\Omega_I+z)]$, which is (33) with $f_I=\Omega_I|\langle I|\hat X|0\rangle|^2$. How closely the $\Omega_I$ and $f_I$ of (32) approach these quantities depends on the functional and the kernel. In a finite basis $C$ has as many eigenvalues as there are occupied-empty pairs, so with an adiabatic kernel $\alpha(z)$ has at most that many poles at positive frequency, each with a mirror pole at $-\Omega_I$. With a frequency-dependent kernel, (27) and (31) still hold at each $z$, but $C$ depends on $z$ and the expansion in fixed eigenvectors that led to (33) does not apply.

### 13. Limits and special frequencies

For $K=0$, $C=\Delta^2$, the eigenvectors are unit vectors, and (33) reduces to $\alpha_0=8\sum_{ia}\Delta_{ai}x_{ai}^2/(\Delta_{ai}^2-z^2)$, in agreement with (28) and the remark after (25).

At a Kohn-Sham transition energy, $z=\Delta_{ai}$, the operator of the plus equation is singular and $\alpha_0$ has a pole if $x_{ai}\ne0$. The derivation of (32) never divided by $\Delta-z$, so $U$ and $X$ stay finite there unless $\Delta_{ai}$ happens to equal some $\Omega_I$. The first equation (25) then requires $\delta V_{ai}=0$: the induced potential cancels the external one in this matrix element. The self-consistent response is regular at the Kohn-Sham pole, although the form (27), which applies $\chi_0$ to trial potentials, is not defined at that point.

Near a nondegenerate pole, (33) gives $f_I=\lim_{\omega\to\Omega_I}(\Omega_I^2-\omega^2)\alpha(\omega)/4$, so the energies and strengths of excitations with $f_I\ne0$ can be read from the Sternheimer solution. A state with $f_I=0$ leaves no pole in $\alpha$. For complex $z$, $\mathrm{Im}[1/(\Omega_I^2-z^2)]=2\omega\eta/|\Omega_I^2-z^2|^2$, and $\mathrm{Im}\,\alpha\ge0$ for $\omega>0$.

For large $|z|$, in a finite basis beyond the largest $\Omega_I$, $\alpha\to-4\sum_If_I/z^2$. Completeness of the $F_I$ gives $\sum_If_I=2\sum_{ia}\Delta_{ai}x_{ai}^2$, which is independent of $K$. In a complete basis with local $v_{\rm KS}$ this sum can be evaluated. From $[H_0,x_3]=-2\partial_3$ follows $[x_3,[H_0,x_3]]=2$, and the expectation value of the double commutator in $\phi_i$, with a complete set inserted, is $2\sum_p(\varepsilon_p-\varepsilon_i)x_{pi}^2$. So $\sum_p(\varepsilon_p-\varepsilon_i)x_{pi}^2=1$ for each $i$. In the sum over $i$ the occupied $p$ cancel in pairs, since $\varepsilon_m-\varepsilon_i$ is antisymmetric and $x_{mi}^2$ symmetric. Hence $\sum_If_I$ is twice the number of occupied orbitals, which is the number of electrons (the Thomas-Reiche-Kuhn sum rule). In a finite basis the commutator identity does not hold for the matrices, and the sum need not equal the electron number.

If the matrix (29) is positive semidefinite, then $C-\omega^2\ge\Delta^2-\omega^2>0$ for real $|\omega|<E_g$. Inversion reverses the order of positive definite matrices, and (32) gives $\alpha\le\alpha_0$ and $\Omega_1\ge E_g$. The Hartree part of $K$ is positive semidefinite, but the ALDA part need not be, so this condition is sufficient and is not guaranteed.

### 14. Worked example: LiH

The molecule LiH is taken at a bond length of $3.0$ bohr, with the Li nucleus at the origin and $x_3$ along the bond. The ground state is computed in the local density approximation (Slater exchange, VWN correlation) with the cc-pVDZ basis of $19$ functions and an integration grid of $6512$ points, and the kernel is Hartree plus ALDA. This basis is far from converged for the polarizability. The static axial $\alpha$, which is $26.6$ bohr³ here, becomes $29.8$ in cc-pVTZ, $31.0$ in aug-cc-pVDZ, $31.4$ in def2-QZVP and $32.4$ bohr³ in aug-cc-pVTZ, a rise of 12 to 22%. In the same bases the lowest excitation $\Omega_1$ drops from $0.229$ to about $0.223$–$0.224$ Ry and the gap from $0.215$ to about $0.211$–$0.213$ Ry. The sum of the axial oscillator strengths is only $2.40$ in cc-pVDZ, against four electrons. A finer grid changes $\alpha$ by about $0.002$ bohr³ at most and $\Omega_1$ by $2\times10^{-5}$ Ry. The digits below serve to compare different routes within this one model and are not predictions for the molecule at that precision.

The orbital energies are $\varepsilon_1=-3.65485$ Ry, $\varepsilon_2=-0.32307$ Ry and $\varepsilon_{\rm LUMO}=-0.10767$ Ry. The gap is $E_g=-0.10767+0.32307=0.21540$ Ry, or $2.93$ eV, and the occupied width is $B=\varepsilon_2-\varepsilon_1=3.3318$ Ry. The shift is $s=20$ Ry. At $\omega=0.1$ Ry ($1.36$ eV) the conditions of Section 6 hold, since $0.1<0.2154$ and $20>3.33+0.1$, and the shifted operators are positive definite.

**The occupied components.** With the bare perturbation $\delta V=x_3$ at $\omega=0.1$ Ry, the unprojected equations (6) give, by (9), $c^\pm_{22}=\pm x_{22}/\omega=\pm2.58969/0.1=\pm25.897$ bohr/Ry, as found in the numerical solution (where the unprojected orbitals are labelled chi). These components depend on the origin, grow as $1/\omega$ and cancel in the sum. The admixture of orbital 2 in orbital 1 contributes to (28) the amount $-4x_{12}(c^+_{21}+c^-_{21})$. From (9), $c^+_{21}+c^-_{21}=-x_{21}[1/(B-\omega)+1/(B+\omega)]=-2Bx_{21}/(B^2-\omega^2)$. With $|x_{12}|=0.09530$ bohr,

$$\frac{8x_{12}^2B}{B^2-\omega^2}=\frac{8\times0.009082\times3.3318}{11.101-0.010}=0.02183\ \text{bohr}^3 .\tag{34}$$

The admixture of orbital 1 in orbital 2 has $B\to-B$ and gives the opposite value. The numerical solution has $+0.021826$ and $-0.021826$ bohr³. Each piece has a pole at $\omega=B$. There the plus operator for orbital 1 is $H_0-\varepsilon_2$, whose smallest singular value is zero; the computed value is $2.6\times10^{-16}$ Ry. With the shift the eigenvalues are $s-B=16.67$ Ry and $s=20$ Ry in the occupied space and $\varepsilon_a-\varepsilon_2\ge E_g$ in the empty space, so the smallest is $E_g$; the computed value is $0.21540$ Ry.

**Polarizabilities.** The Sternheimer values, in bohr³, coincide to all printed digits with the sum (11) for $\alpha_0$ and with the sum (33) for $\alpha$:

| $z$ (Ry) | $\alpha_0$ | $\alpha$ |
|---|---|---|
| $0$ | $33.303$ | $26.646$ |
| $0.1$ | $39.498$ | $30.788$ |
| $0.2+0.4i$ | $11.659+5.312i$ | $10.326+4.324i$ |

With $1$ bohr³ $=0.148185$ Å³, $\alpha(0)=26.646\times0.148185=3.95$ Å³ and $\alpha(0.1\ \mathrm{Ry})=30.788\times0.148185=4.56$ Å³. The induced potential lowers the response, with $\alpha/\alpha_0=26.646/33.303=0.80$ at zero frequency and $30.788/39.498=0.78$ at $0.1$ Ry. The lowest spin-singlet excitation, the only kind that a spin-independent field reaches from a closed shell, is $\Omega_1=0.22865$ Ry, or $3.11$ eV, which lies $0.22865-0.21540=0.0133$ Ry above the Kohn-Sham gap. Both shifts have the sign that a positive semidefinite $K$ would require, yet the matrix (29) is indefinite here, with eigenvalues from about $-0.019$ to $0.165$ Ry. The condition of Section 13 is sufficient but not necessary, and it does not explain the signs in this case. The imaginary parts at the complex frequency are positive, as Section 13 requires.

**The four orbital terms.** At $\omega=0.1$ Ry the self-consistent sum (28) has one term for each orbital and sign,

$$\alpha=\underbrace{0.04521}_{1,+}+\underbrace{0.04291}_{1,-}+\underbrace{21.12568}_{2,+}+\underbrace{9.57462}_{2,-}=30.78842\ \text{bohr}^3 .\tag{35}$$

By (25) and (28), the terms of orbital $i$ are $4\sum_ax_{ai}\,\delta V_{ai}/(\Delta_{ai}\mp\omega)$. If a single transition energy $\bar\Delta$ were involved, the ratio of plus to minus term would be $r=(\bar\Delta+\omega)/(\bar\Delta-\omega)$, or $\bar\Delta=\omega(r+1)/(r-1)$. For the valence orbital $r=21.126/9.575=2.206$ and $\bar\Delta=0.1\times3.206/1.206=0.27$ Ry, to be compared with its lowest transition energy, $0.215$ Ry. For the core orbital $r=0.04521/0.04291=1.054$ and $\bar\Delta\approx3.8$ Ry, to be compared with $3.65485-0.10767=3.547$ Ry. Each $\bar\Delta$ lies somewhat above the lowest transition energy of its orbital. Since $(r+1)/(r-1)$ is the sum of the plus and minus terms divided by their difference, and $1/(\Delta-\omega)\pm1/(\Delta+\omega)$ equals $2\Delta/(\Delta^2-\omega^2)$ or $2\omega/(\Delta^2-\omega^2)$, one has $\bar\Delta=\sum_ag_a\Delta_{ai}/\sum_ag_a$ with $g_a=x_{ai}\,\delta V_{ai}/(\Delta_{ai}^2-\omega^2)$. For $\omega<E_g$ this is a weighted mean of the $\Delta_{ai}$ if the products $x_{ai}\,\delta V_{ai}$ share one sign. For the core orbital none of them is negative. For the valence orbital one is negative, but it carries only about $10^{-6}$ of the weight, so $\bar\Delta$ can be read as a weighted mean there too. The core orbital supplies $0.088/30.79$, about $0.3\%$ of $\alpha$, and the minus terms supply $9.618/30.79$, about $31\%$ of $\alpha$, at a frequency a little below half of the gap.

**The first pole.** The axial oscillator strength is $f_1=0.21715$, and the residue of the self-consistent Sternheimer $\alpha$ evaluated just below $\Omega_1$ gives the same five digits. With $\Omega_1^2=0.052281$ Ry² and $4f_1=0.8686$, the first term of (33) is $0.8686/(0.052281-0.01)=20.54$ bohr³ at $\omega=0.1$ Ry, two thirds of $\alpha$, and $0.8686/0.052281=16.61$ bohr³ at $\omega=0$. Of the total rise $30.79-26.65=4.14$ bohr³ between the two frequencies, this pole accounts for $20.54-16.61=3.93$ bohr³. The remaining poles together change from $10.03$ to $10.25$ bohr³.

**Checks against the definition.** Two tests do not use perturbation theory. Ground-state calculations in static fields $F=\pm4\times10^{-4}$ Ry/bohr give, from the central difference of $\langle x_3\rangle$, $\alpha(0)=26.6474$ bohr³. This exceeds the Sternheimer value $26.6460$ by $0.0014$ bohr³, or $5\times10^{-5}$ relative to $\alpha(0)$. A central difference removes the term of order $F^2$ in the dipole and leaves a relative error of order $F^2$ from the cubic term; at $F=8\times10^{-4}$ and $1.6\times10^{-3}$ Ry/bohr the difference grows to $0.0057$ and $0.0228$ bohr³, a factor of four for each doubling of the field, as expected of this term. The full nonlinear time-dependent Kohn-Sham equation was also integrated with the drive at $z=0.2+0.4i$ Ry and $F=10^{-5}$ Ry/bohr, starting at $t=-35\ \hbar/\mathrm{Ry}$, where the envelope is $e^{-0.4\times35}=e^{-14}$ of its final value. The dipole near $t=0$ gives $\alpha=10.3262+4.3242i$ bohr³, equal to the tabulated value at the printed digits. The numerical check also asserts the independence of the shift $s$, the identity (23), and the agreement of $\Omega_1$ and $f_1$ with a separate TDDFT eigenvalue solver, whose orientation-averaged strength is multiplied by three for this axially polarized state.

## Values computed for the example and the checks

```
model energies (Ry): [-2.  -1.2 -0.7  0.3  0.9  1.6]  z (Ry): (0.6+0.5j)
model: propagated vs unprojected / projected orbitals: 5.1e-08 / 2.4e-08 1/Ry*Ry
model: drho projected vs SOS 5.0e-16, propagated vs SOS 3.2e-08
model: max orbital change due to Q 1.4168; drho error without minus 0.2472
model occ 1,1,0.4: propagated vs SOS 3.0e-08, projected vs SOS 0.4620
LiH R = 3.0 bohr, basis size 19, grid points 6512, shift s = 20 Ry
eps1 -3.65485 eps2 -0.32307 eps_LUMO -0.10767 Ry
KS gap 0.21540 Ry = 2.9307 eV; eps2-eps1 3.33179 Ry
z = 0.0 Ry: alpha0 Sternheimer 33.30346-0.00000j SOS 33.30346-0.00000j bohr^3
z = 0.0 Ry: alpha  Sternheimer 26.64596-0.00000j Casida 26.64596 bohr^3
z = 0.1 Ry: alpha0 Sternheimer 39.49847-0.00000j SOS 39.49847-0.00000j bohr^3
z = 0.1 Ry: alpha  Sternheimer 30.78842-0.00000j Casida 30.78842 bohr^3
z = (0.2+0.4j) Ry: alpha0 Sternheimer 11.65913+5.31223j SOS 11.65913+5.31223j bohr^3
z = (0.2+0.4j) Ry: alpha  Sternheimer 10.32623+4.32424j Casida 10.32623+4.32424j bohr^3
alpha(0.0 Ry = 0.0000 eV) = 3.9485 Angstrom^3
alpha(0.1 Ry = 1.3606 eV) = 4.5624 Angstrom^3
omega 0.1 Ry, orbital 1: plus part 0.04521, minus part 0.04291 bohr^3
omega 0.1 Ry, orbital 2: plus part 21.12568, minus part 9.57462 bohr^3
|<1|Z|2>| = 0.09530 bohr, <2|Z|2> = 2.58969 bohr
unprojected, 0.1 Ry: piece 1->2 0.021826, piece 2->1 -0.021826 bohr^3
unprojected, 0.1 Ry: <2|chi2+> 25.8969, <2|chi2-> -25.8969 bohr/Ry
omega=eps2-eps1, n=1,+: smallest singular value 2.6e-16 -> 0.21540 Ry with sP
finite field F = 0.0004 Ry/bohr: alpha(0) = 26.6474 bohr^3
real time F = 1e-05 Ry/bohr, dt = 0.125, start t = -35.0 hbar/Ry
real time alpha(z = (0.2+0.4j) Ry) = 10.3262+4.3242j bohr^3
Omega_1 = 0.22865 Ry = 3.1110 eV; pyscf TDDFT 0.22865 Ry
f_1 (axial) Casida 0.21715, Sternheimer residue 0.21715, pyscf 0.21715
share of pole 1 in alpha(0.1 Ry): 20.5429 bohr^3
1 Ry = 13.605693 eV, 1 bohr^3 = 0.148185 Angstrom^3
```
